\section*{Dopant Flux from Fast Interstitial Pairing, with Uphill Diffusion, part 1}

(Sections cited here and not found follow in the second part.)

\section{The flux law and its physical basis}

A dopant atom on a lattice site of a crystal cannot move by itself in the model treated here. It moves when a self-interstitial joins it to form a mobile pair, and it stops when the pair breaks up. The reaction is
\begin{equation}
A+I\rightleftharpoons AI .
\end{equation}
Let $C$, $C_I$ and $C_p$ be the concentrations of substitutional dopant, free interstitials and pairs. The diffusivities are $D_I$ and $D_p$, the forward rate constant is $k_f$ and the dissociation rate is $k_r$. The temperature is uniform and all these constants are independent of position. The crystal is intrinsic, so its electrostatic potential is uniform and charged species do not drift; part (h) removes this restriction. All quantities depend on the depth $x$ alone, and a positive flux points into the crystal.

\subsection*{(a) Which gradient carries the dopant?}

Write the rate equations and find the flux $J$ of the total dopant $C_T=C+C_p$.

\textit{Solution.} The net rate of pair formation per volume is
\begin{equation}
R=k_f C C_I-k_r C_p .
\end{equation}
Each forward event removes one substitutional atom and one interstitial and creates one pair. Pairs and interstitials also diffuse. Hence
\begin{align}
\partial_t C&=-R, \label{eq:c}\\
\partial_t C_p&=D_p\,\partial_x^2C_p+R, \label{eq:p}\\
\partial_t C_I&=D_I\,\partial_x^2C_I-R. \label{eq:i}
\end{align}
Adding the first two equations cancels $R$:
\begin{equation}
\partial_t C_T=D_p\,\partial_x^2C_p .
\end{equation}
Conservation of dopant reads $\partial_tC_T=-\partial_xJ$. The flux is therefore
\begin{equation}
J=-D_p\,\partial_xC_p . \label{eq:exact}
\end{equation}
Within the rate equations this needs no assumption about how fast the reaction is. The dopant follows the gradient of the pairs, which need not have the sign of the gradient of the dopant.

\subsection*{(b) What does fast pairing do to the flux?}

Eliminate $C_p$ when pairing is fast, and express the flux through $C$ and the supersaturation $S=C_I/C_I^*$, where $C_I^*$ is the equilibrium interstitial concentration.

\textit{Solution.} Let $K=k_f/k_r$. The definition of $R$, solved for $C_p$, gives
\begin{equation}
C_p=KCC_I-\frac{R}{k_r}=KCC_I+\frac{1}{k_r}\,\partial_tC ,
\end{equation}
where the second form uses Eq.~\eqref{eq:c}. Fast pairing does not mean $R=0$, since $R$ is what changes the substitutional profile. It means that $R/k_r$ is small beside $KCC_I$. Then
\begin{equation}
C_p=KCC_I=\varepsilon CS,\qquad \varepsilon=KC_I^* .
\end{equation}
The number $\varepsilon$ is the ratio of pairs to substitutional atoms at $S=1$. Insertion in Eq.~\eqref{eq:exact} gives
\begin{equation}
J=-D^*\,\partial_x(CS),\qquad D^*=\varepsilon D_p . \label{eq:law}
\end{equation}
The product rule separates two contributions:
\begin{equation}
J=-D^*S\,\partial_xC-D^*C\,\partial_xS . \label{eq:two}
\end{equation}
At $S=1$ everywhere the second term vanishes and $D^*$ is the ordinary equilibrium diffusivity. A uniform supersaturation multiplies it by $S$. A nonuniform supersaturation does more: it drives a flux even where the dopant is uniform.

A measurement of total dopant sees $C_T=C(1+\varepsilon S)$. With $C=C_T/(1+\varepsilon S)$, the same law reads
\begin{equation}
J=-D^*\,\partial_x\!\left(\frac{C_TS}{1+\varepsilon S}\right).
\end{equation}
For $\varepsilon S\ll1$ the distinction between $C$ and $C_T$ drops out, and
\begin{equation}
\partial_tC=D^*\,\partial_x^2(CS). \label{eq:evol}
\end{equation}
Both derivatives act on the product because the chance that an atom starts to move depends on $S$ at the site it leaves. Part (f) makes this picture quantitative.

\subsection*{(c) When does the dopant move uphill?}

Find the condition for a flux directed towards higher $C$. Apply it to $C=C_0\exp(-x^2/2\sigma^2)$ when a source at $x=W$ holds $S=S_W$ and the surface at $x=0$ absorbs interstitials at a finite rate.

\textit{Solution.} Factor $CS$ out of Eq.~\eqref{eq:two}:
\begin{equation}
J=-D^*CS\,(g_C+g_S),\qquad g_C=\partial_x\ln C,\quad g_S=\partial_x\ln S .
\end{equation}
Uphill flow means $Jg_C>0$. Since $D^*CS>0$, this is
\begin{equation}
g_C^2+g_Cg_S<0 .
\end{equation}
The first term is not negative, so the second must be negative and larger in magnitude. Thus $C$ and $S$ must slope in opposite directions, and
\begin{equation}
|\partial_x\ln S|>|\partial_x\ln C| . \label{eq:uphill}
\end{equation}
The relative slopes matter, not the size of $S$. A large uniform supersaturation speeds up diffusion without reversing it.

For the stated geometry, let the dopant be too dilute to disturb the interstitials. In the steady state $\partial_x^2C_I=0$, so $S$ is linear. Write the surface condition as
\begin{equation}
D_I\,\partial_xC_I=\frac{D_I}{\ell}\,(C_I-C_I^*)\quad\text{at }x=0 .
\end{equation}
A short length $\ell$ describes an efficient sink. If $m$ is the slope of $S$, this condition gives $S(0)=1+m\ell$. The value at $W$ then fixes $m$:
\begin{equation}
S=1+m(x+\ell),\qquad m=\frac{S_W-1}{W+\ell}. \label{eq:S}
\end{equation}
For the Gaussian, $g_C=-x/\sigma^2$. The flux changes sign where $g_S=-g_C$:
\begin{equation}
\frac{m}{1+m(x+\ell)}=\frac{x}{\sigma^2}.
\end{equation}
Divide the numerator and denominator on the left by $m$ and set $b=\ell+1/m$. Then $x(x+b)=\sigma^2$, whose positive root is
\begin{equation}
x_r=\frac{-b+\sqrt{b^2+4\sigma^2}}{2}. \label{eq:xr}
\end{equation}
For $0<x<x_r$ the flux points towards the surface and up the dopant gradient. Beyond $x_r$ it points into the crystal and down the gradient.

\subsection*{(d) What profile stops the flux?}

Suppose no dopant crosses $x=0$ or $x=W$, while the source and sink keep Eq.~\eqref{eq:S} in force. Find the final profile for a dopant dose $N=\int_0^WC\,dx$, with $\varepsilon S\ll1$.

\textit{Solution.} A steady state has uniform $J$, and blocked ends make that value zero. Equation~\eqref{eq:law} then requires $CS=B$ with $B$ constant. The dose fixes it through $N=B\int_0^Wdx/S$. Since $dS=m\,dx$,
\begin{equation}
\int_0^W\frac{dx}{S}=\frac1m\int_{S(0)}^{S_W}\frac{dS}{S}=\frac1m\ln\frac{S_W}{S(0)} .
\end{equation}
Therefore
\begin{equation}
C_\infty(x)=\frac{mN}{S(x)\,\ln[S_W/S(0)]}. \label{eq:steady}
\end{equation}
The dopant ends up concentrated where interstitials are few, because atoms there are set moving less often. The pair concentration is uniform in this state, so pairs carry no interstitials and the linear $S$ remains consistent. This is not thermodynamic equilibrium: free interstitials still flow from source to sink. When that flow is switched off, $S$ becomes uniform and so, eventually, does the dopant.

\subsection*{(e) Is uphill flow compatible with the second law?}

Express the flux through chemical potentials, and show that the free energy of a closed layer cannot rise.

\textit{Solution.} For dilute species at temperature $T$, with $k$ the Boltzmann constant and $C_0$ a reference concentration, choose
\begin{equation}
\mu_A=kT\ln\frac{C}{C_0},\quad
\mu_I=kT\ln S,\quad
\mu_p=kT\ln\frac{C_p}{\varepsilon C_0}.
\end{equation}
Constants have been chosen so that pairing equilibrium, $C_p=\varepsilon CS$, gives $\mu_p=\mu_A+\mu_I$. Since $\partial_xC_p=C_p\,\partial_x\mu_p/kT$, Eq.~\eqref{eq:exact} becomes
\begin{equation}
J=-\frac{D_pC_p}{kT}\,\partial_x\mu_p
=-\frac{D^*CS}{kT}\,\partial_x(\mu_A+\mu_I). \label{eq:chem}
\end{equation}
The moving object contains both a dopant atom and an interstitial, so the sum of their potentials drives it.

For the full rate equations the free energy per area is
\begin{equation}
F=\int\!\left[C(\mu_A-kT)+C_I(\mu_I-kT)+C_p(\mu_p-kT)\right]dx .
\end{equation}
Its derivative with respect to each concentration is the corresponding $\mu$. The rate equations thus give
\begin{align}
\frac{dF}{dt}&=\int\!\left[-\mu_AR+\mu_I(D_I\partial_x^2C_I-R)+\mu_p(D_p\partial_x^2C_p+R)\right]dx\nonumber\\
&=-\int\!\left[D_I\,\partial_x\mu_I\,\partial_xC_I+D_p\,\partial_x\mu_p\,\partial_xC_p\right]dx\nonumber\\
&\quad-\int R\,(\mu_A+\mu_I-\mu_p)\,dx .
\end{align}
The second line follows by integration by parts; boundary terms vanish in a closed layer. The derivatives of the potentials turn the diffusion terms into $-kTD_I(\partial_xC_I)^2/C_I$ and $-kTD_p(\partial_xC_p)^2/C_p$. In the reaction term,
\begin{equation}
\mu_A+\mu_I-\mu_p=kT\ln\frac{\varepsilon CS}{C_p}=kT\ln\frac{k_fCC_I}{k_rC_p}.
\end{equation}
This logarithm has the same sign as $R$. Each contribution to $dF/dt$ is therefore zero or negative.

Equation~\eqref{eq:chem} also shows who pays. It implies $-J\partial_x\mu_A-J\partial_x\mu_I\ge0$. If the dopant climbs, $J\partial_x\mu_A>0$, and the interstitial carried in the pair must descend by at least as much in $\mu_I$.

\subsection*{(f) How fast is fast enough?}

Keep a finite dissociation rate. Find the correction to the flux law and the decay rate of a sinusoidal dopant variation at uniform, fixed $S$.

\textit{Solution.} Define $P=C_p/\varepsilon$ and $\lambda^2=D_p/k_r$. Dividing Eq.~\eqref{eq:p} by $\varepsilon k_r$ and using $k_fCC_I/(\varepsilon k_r)=CS$ gives
\begin{equation}
\frac1{k_r}\partial_tP=\lambda^2\partial_x^2P+CS-P .
\end{equation}
When profiles change slowly over a time $1/k_r$ and $\varepsilon S\ll1$, the left side is negligible. The second condition is needed because, for a long wave at uniform $S$, the left side is smaller than the retained term $\lambda^2\partial_x^2P$ only by a factor of about $\varepsilon S$. Then
\begin{equation}
P-\lambda^2\partial_x^2P=CS,\qquad J=-D^*\partial_xP . \label{eq:finite}
\end{equation}
At a blocked end $\partial_xP=0$. Far from boundaries the solution is an average of $CS$ with weight $e^{-|x-x'|/\lambda}/2\lambda$. Its mean absolute displacement is $\int|u|e^{-|u|/\lambda}du/2\lambda=\lambda$, so $\lambda$ is the mean range of a pair along $x$.

Equation~\eqref{eq:c} becomes, because $\varepsilon k_r=D^*/\lambda^2$,
\begin{equation}
\partial_tC=-\frac{D^*}{\lambda^2}(CS-P). \label{eq:trips}
\end{equation}
An atom leaves its site at the rate $D^*S/\lambda^2$, with $S$ taken at that site, and $P$ describes where such atoms settle. For a smooth profile, iteration of Eq.~\eqref{eq:finite} gives
\begin{equation}
J=-D^*\left[\partial_x(CS)+\lambda^2\partial_x^3(CS)+\cdots\right].
\end{equation}
The local law needs $\lambda$ much shorter than the length over which $CS$ varies.

For the sinusoid let $c$ and $p$ be the amplitudes of $C$ and $C_p$ at wavenumber $q$. Put $a=\varepsilon S$ and $Q=\lambda^2q^2$. The rate equations are
\begin{equation}
\frac{\dot c}{k_r}=-ac+p,\qquad \frac{\dot p}{k_r}=ac-(1+Q)p .
\end{equation}
A decay rate $k_r\nu$ must satisfy $(a-\nu)(1+Q-\nu)-a=0$, or
\begin{equation}
\nu^2-(1+a+Q)\nu+aQ=0 .
\end{equation}
If $aQ\ll(1+a+Q)^2$, the smaller root is $\nu\simeq aQ/(1+a+Q)$. Restoring $k_r$ and using $k_ra\lambda^2=D^*S$, the decay rate is
\begin{equation}
\Gamma(q)=\frac{D^*Sq^2}{1+\varepsilon S+\lambda^2q^2}. \label{eq:decay}
\end{equation}
Diagonalization for $(a,Q)=(4\times10^{-4},1)$, $(4\times10^{-4},0.01)$ and $(0.3,10^{-3})$ agrees with this approximate root to better than $0.1\%$ in each case. Long waves decay by diffusion. For $\lambda q\gg1$ and $\varepsilon S\ll1$, the rate saturates at $D^*S/\lambda^2$: an atom must first form a pair, and no gradient can hurry that step.

\section{Limits of the law and an example in silicon}

The second half uses the following symbols. Substitutional dopant has concentration $C$, and free interstitials have concentration $C_I=SC_I^*$. Pairs have concentration $C_p$, diffusivity $D_p$, dissociation rate $k_r$ and range $\lambda=\sqrt{D_p/k_r}$. Their ratio to substitutional dopant at $S=1$ is $\varepsilon$, and $D^*=\varepsilon D_p$. Fast pairing gives
\begin{equation}
J=-D^*\partial_x(CS). \label{eq:lawtwo}
\end{equation}
With finite range, $J=-D^*\partial_xP$ and $P-\lambda^2\partial_x^2P=CS$. The supersaturation between a surface sink of length $\ell$ and a source $S_W$ at depth $W$ is $S=1+m(x+\ell)$, with $m=(S_W-1)/(W+\ell)$.

\subsection*{(g) Can pairing be made arbitrarily fast?}

Interstitials must reach a dopant atom before they can pair with it. Use this to find a lower limit on $\lambda$ for a capture radius $a_c$.

\textit{Solution.} Consider a fixed dopant atom that absorbs every interstitial reaching the sphere $r=a_c$. In the steady state the inward current $I_c$ is the same through every sphere:
\begin{equation}
4\pi r^2D_I\frac{dC_I}{dr}=I_c .
\end{equation}
Integrate from $a_c$, where the concentration is zero, to infinity, where it is $C_I$:
\begin{equation}
C_I=\frac{I_c}{4\pi D_I}\int_{a_c}^{\infty}\frac{dr}{r^2}=\frac{I_c}{4\pi D_Ia_c}.
\end{equation}
The largest capture constant is thus $I_c/C_I=4\pi a_cD_I$. A reaction barrier makes $k_f$ smaller. A long-range attraction can be represented by a larger $a_c$.

The definitions $\varepsilon=k_fC_I^*/k_r$ and $k_r=D_p/\lambda^2$ give
\begin{equation}
k_f=\frac{\varepsilon k_r}{C_I^*}=\frac{D^*}{\lambda^2C_I^*}.
\end{equation}
The condition $k_f\le4\pi a_cD_I$ becomes
\begin{equation}
\lambda^2\ge\frac{D^*}{4\pi a_cD_IC_I^*}. \label{eq:lmin}
\end{equation}
Only the product $D_IC_I^*$ enters, not its two factors separately. At fixed $D^*$, the limit $\lambda\to0$ is therefore an idealization that interstitial transport does not permit.

The dopant follows the gradient of the pairs, which for fast pairing is the gradient of $CS$, so it can move uphill without violating the second law; interstitial capture sets a lower limit on the pair range. It remains to include the effect of doping on the hole density, apply the law to boron in silicon, and size the neglected effects.
